# Relative hyperfine line strengths of the rubidium-87 D2 line, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: two ways of coupling three angular momenta

**Definitions and conventions.** An atom has a ground level with electronic angular momentum $J$ and an excited level with electronic angular momentum $J'$. Its nucleus has spin $I$. Angular momenta are measured in units of $\hbar$. Coupling to the nucleus gives total angular momenta $F$ (ground) and $F'$ (excited), with projections $M$ and $M'$. For the D2 line of $^{87}$Rb, $J=1/2$, $J'=3/2$ and $I=3/2$, so $F=1,2$ and $F'=0,1,2,3$.

The electric dipole operator $\mathbf d$ acts on the electrons alone. Its spherical components are $d_0=d_z$ and $d_{\pm1}=\mp(d_x\pm i d_y)/\sqrt2$. The strength of a hyperfine component is

$$T(F,F')=\sum_{M,M',q}|\langle FM|d_q|F'M'\rangle|^2 ,$$

and the relative strength is its share of all the strength that leaves $F$ for the level $J'$:

$$S(F\to F')=\frac{T(F,F')}{\sum_{F''}T(F,F'')} .$$

The result to be shown is

$$S(F\to F')=(2F'+1)(2J+1)\begin{Bmatrix}J&J'&1\\F'&F&I\end{Bmatrix}^2, \tag{1}$$

together with the sum rules

$$\sum_{F'}S(F\to F')=1,\qquad \sum_F(2F+1)S(F\to F')=\frac{(2F'+1)(2J+1)}{2J'+1}. \tag{2}$$

The first rule is built into the definition of $S$. What has to be proved is that the right-hand side of (1) obeys it, and that the total strength per ground state does not depend on $F$.

Each level is assumed to have a pure $J$ or $J'$, so the hyperfine interaction does not mix levels of different electronic angular momentum. The small frequency differences between the components are neglected in the strengths. The light is weak enough not to change the populations.

**The dipole operator as a fictitious spin.** Leave the nucleus aside at first. Because $\mathbf d$ is a vector, its spherical components satisfy

$$[J_z,d_q]=q\,d_q,\qquad [J_\pm,d_q]=\sqrt{2-q(q\pm1)}\;d_{q\pm1}.$$

These are the relations by which $J_z$ and $J_\pm$ act on the states $|1q\rangle$ of a spin 1. This suggests a linear map $W$ from the product space of a fictitious spin 1 and the excited level into the ground level:

$$W\,|1q\rangle|J'm'\rangle=P_J\,d_q|J'm'\rangle ,$$

where $P_J$ projects onto the ground level. Writing $J_i d_q=[J_i,d_q]+d_qJ_i$ shows that $J_iW=W(s_i+J'_i)$, where $\mathbf s$ is the fictitious spin and $\mathbf J'$ is the angular momentum in the excited level. Thus $W$ carries total angular momentum unchanged from one space to the other.

Now apply $W$ to a coupled state $|(1J')Km\rangle$. The image has angular momentum $K$, but it lies in the level $J$, so it vanishes unless $K=J$. For $K=J$ it must be a multiple $D_m|Jm\rangle$. Applying $J_+$ before and after $W$ gives the same square root on both sides and leaves $D_m=D_{m+1}$. There is therefore one constant $D$, and

$$\langle Jm|d_q|J'm'\rangle=D\,\langle (1J')Jm|1q;J'm'\rangle . \tag{3}$$

This is the Wigner–Eckart theorem, with a Clebsch–Gordan coefficient on the right. The phases of the levels can be chosen to make $D$ real and positive. For fixed $m$ the squared coefficients sum to 1 over $q$ and $m'$, since they are the components of a normalized state. Hence $D^2$ is the total strength from one ground state to the whole level $J'$.

**Adding the nucleus.** The operator $\mathbf d$ leaves the nuclear state unchanged. In the product space of spin 1, $J'$ and $I$, equation (3) therefore becomes

$$\langle (JI)FM|d_q|(J'I)F'M'\rangle
=D\,\langle((1J')J,I)FM\,|\,1q;(J'I)F'M'\rangle .$$

On the left of the overlap the spin 1 and $J'$ are coupled first, and the nucleus is added afterwards. On the right the nucleus is already coupled to $J'$. Expand $|1q\rangle|F'M'\rangle$ in states of definite total angular momentum. Only the part with total $F$ and projection $M$ can contribute, so

$$\langle FM|d_q|F'M'\rangle=D\,\langle(1F')FM|1q;F'M'\rangle\,R_{FF'}, \tag{4}$$

$$R_{FF'}=\langle((1J')J,I)F\,|\,(1,(J'I)F')F\rangle .$$

The overlap $R_{FF'}$ does not depend on $M$, by the same ladder argument as before.

Square (4) and sum over $q$ and $M'$ at fixed $M$. The Clebsch–Gordan coefficients again contribute 1, which leaves $D^2R_{FF'}^2$ for every $M$. Summing over the $2F+1$ values of $M$ gives

$$T(F,F')=(2F+1)\,D^2R_{FF'}^2 .$$

For fixed $F$, the states $(1,(J'I)F')F$ with different $F'$ are orthonormal, and they span all states of total $F$ and given $M$. The normalized state $((1J')J,I)F$ therefore satisfies $\sum_{F'}R_{FF'}^2=1$. The total strength leaving $F$ is $(2F+1)D^2$, and

$$S(F\to F')=R_{FF'}^2 . \tag{5}$$

A relative line strength is thus a probability: it is the chance of finding $J'$ and $I$ coupled to $F'$ in a state prepared with the fictitious spin and $J'$ coupled to $J$. This also proves the first sum rule.

**The 6j symbol.** The 6j symbol is defined by the overlap of the two coupling orders of three angular momenta:

$$\langle((j_1j_2)j_{12},j_3)j|(j_1,(j_2j_3)j_{23})j\rangle
=(-1)^{j_1+j_2+j_3+j}\sqrt{(2j_{12}+1)(2j_{23}+1)}
\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&j&j_{23}\end{Bmatrix}.$$

With $j_1=1$, $j_2=J'$, $j_3=I$, $j_{12}=J$, $j_{23}=F'$ and $j=F$, the sign disappears on squaring:

$$R_{FF'}^2=(2J+1)(2F'+1)\begin{Bmatrix}1&J'&J\\I&F&F'\end{Bmatrix}^2 . \tag{6}$$

Equation (1) has the first and third columns exchanged. To see that the square is unchanged, write the overlap as a sum of products of four Clebsch–Gordan coefficients. They belong to the four triads

$$(1,J',J),\quad (J,I,F),\quad (J',I,F'),\quad (1,F',F).$$

Three angular momenta $a,b,c$ that satisfy the triangle rule can be coupled to zero in one way. Call the real components of that normalized state $\Omega(m_a,m_b,m_c)$. A Clebsch–Gordan coefficient for $a$ and $b$ coupled to $c$ is then

$$\langle am_a;bm_b|cm_c\rangle=\pm(-1)^{c-m_c}\sqrt{2c+1}\;\Omega(m_a,m_b,-m_c),$$

where $\pm$ is independent of the projections. A rotation by $\pi$ about $y$ shows that reversing all three projections changes $\Omega$ by at most an overall sign.

Reverse them in the third and fourth triads. Each of the six angular momenta then appears twice, with opposite projections. The explicit phase factors combine to $(-1)^{J-m_J}(-1)^{F'-M'}$, because the factor for $F$ occurs twice. The projections also obey $q+m'+m_I=M$, so $(-1)^{q+m'+m_I+M}=(-1)^{2M}$ is constant. Up to an overall sign, the phases are therefore the product of $(-1)^{j-m}$ over all six angular momenta.

The square roots contribute $(2F+1)\sqrt{(2J+1)(2F'+1)}$. The sum over $M$ gives $(2F+1)R_{FF'}$, so the factor $2F+1$ cancels. What remains is the 6j symbol up to sign: a sum that treats the six angular momenta alike and depends on nothing but the four triads. The symbol in (1) has the same four triads, so its square equals that in (6). This proves (1).

**The second sum rule.** The derivation can be repeated with the two levels exchanged. The share of the strength leaving $F'$ that ends in $F$ is

$$B(F'\to F)=(2F+1)(2J'+1)\begin{Bmatrix}J'&J&1\\F&F'&I\end{Bmatrix}^2 .$$

Its four triads are the same as before, so its squared symbol is the one in (1). Completeness gives $\sum_FB(F'\to F)=1$, or

$$\sum_F(2F+1)\begin{Bmatrix}J&J'&1\\F'&F&I\end{Bmatrix}^2=\frac1{2J'+1}.$$

Multiplication by $(2F'+1)(2J+1)$ gives the second rule in (2).

**Values for $F=2$.** The squared 6j symbols follow directly from their definition. Take $M=2$. The ground state is then $|J=\tfrac12,m_J=\tfrac12\rangle$ with nuclear projection $m_I=3/2$. In the fictitious-spin space, the electronic factor has the form

$$\alpha|1,-\tfrac12\rangle+\beta|0,\tfrac12\rangle+\gamma|{-1},\tfrac32\rangle ,$$

where the labels are $q$ and $m'$. The raising operator must annihilate it. The coefficients of $|1,\tfrac12\rangle$ and $|0,\tfrac32\rangle$ give

$$2\alpha+\sqrt2\,\beta=0,\qquad \sqrt3\,\beta+\sqrt2\,\gamma=0 .$$

Hence $\beta=-\sqrt2\,\alpha$ and $\gamma=\sqrt3\,\alpha$. Normalization gives $6\alpha^2=1$, and the three probabilities are $1/6$, $1/3$ and $1/2$.

The next quantity needed is the probability that $J'$ and $I$, with projections $m'$ and $3/2$, have total $F'$. Label their product states $|m',m_I\rangle$. For $m'=3/2$ the total projection is 3, so $F'=3$ with certainty. For total projection 2 the states are

$$|F'=3\text{ or }2,\,2\rangle=\frac{|\tfrac32,\tfrac12\rangle\pm|\tfrac12,\tfrac32\rangle}{\sqrt2},$$

with the plus sign for $F'=3$. The state $|\tfrac12,\tfrac32\rangle$ is therefore $F'=3$ or $F'=2$ with probability $1/2$ each. Applying the lowering operator to these two states and normalizing gives

$$|3,1\rangle=\frac{|\tfrac32,-\tfrac12\rangle+\sqrt3\,|\tfrac12,\tfrac12\rangle+|{-\tfrac12},\tfrac32\rangle}{\sqrt5},\qquad
|2,1\rangle=\frac{|\tfrac32,-\tfrac12\rangle-|{-\tfrac12},\tfrac32\rangle}{\sqrt2}.$$

The state $|{-\tfrac12},\tfrac32\rangle$ thus has probability $1/5$ for $F'=3$ and $1/2$ for $F'=2$. The remaining $3/10$ belongs to $F'=1$. Collecting the three electronic terms,

$$S(2\to3)=\frac12+\frac13\cdot\frac12+\frac16\cdot\frac15=\frac7{10},$$

$$S(2\to2)=\frac13\cdot\frac12+\frac16\cdot\frac12=\frac14,\qquad
S(2\to1)=\frac16\cdot\frac3{10}=\frac1{20}.$$

By (1), division by $(2F'+1)(2J+1)=14,\,10,\,6$ gives the squared 6j symbols $1/20$, $1/40$ and $1/120$.

**Where the fractions fail: polarized atoms.** Equation (5) sums over all polarizations. For one sublevel and one polarization, the Clebsch–Gordan coefficient in (4) redistributes the strength. From $F=2$, $M=2$, $\sigma^+$ light leads to $M'=3$. Only $F'=3$ has such a state, so the fractions for $F'=3,2,1$ are $1,0,0$.

With $\pi$ light from $F=2$, $M=0$, a rotation by $\pi$ about $y$ multiplies $|j,0\rangle$ by $(-1)^j$. The product $|1,0\rangle|2,0\rangle$ changes sign and $|F=2,0\rangle$ does not, so the line to $F'=2$ vanishes. For $F'=1$, two spins 1 are coupled to 2, and lowering from the top state gives

$$|2,0\rangle=\frac{|1,-1\rangle+2|0,0\rangle+|{-1},1\rangle}{\sqrt6}.$$

The squared coefficient is $4/6=2/3$, and the strength is $D^2\cdot\tfrac23\cdot\tfrac1{20}=D^2/30$. The total for $\pi$ light is $D^2/3$: the two states $m_J=\pm\tfrac12$ absorb it equally by reflection symmetry, and the three Cartesian directions contribute equally to the sum over both states. The share of $F'=1$ is therefore $1/10$, and $F'=3$ takes the remaining $9/10$.

## Second derivation: traces and one vector moment

**Symbols and results carried over.** The ground level has $J$ and $F$, the excited level has $J'$ and $F'$, and the nuclear spin is $I$. The dipole operator $\mathbf d$ acts on the electrons. $T(F,F')$ is the strength summed over all sublevels and polarizations, and $S(F\to F')$ is its share of the strength leaving $F$. The first derivation gave formula (1), the sum rules (2), and $S(2\to3,2,1)=7/10,\,1/4,\,1/20$ for the $^{87}$Rb D2 line. The same strengths are now obtained without Clebsch–Gordan coefficients or 6j symbols.

Let $P_J$ and $P_{J'}$ project onto the ground and excited levels, including all nuclear states. Let $P_F$ and $P_{F'}$ project onto single hyperfine levels within them. The sum over spherical components equals the sum over Cartesian ones, so

$$T(F,F')=\sum_a\mathrm{Tr}\,(P_F\,d_a\,P_{F'}\,d_a),\qquad a=x,y,z. \tag{7}$$

The first derivation has proved formula (1) and the sum rules (2) and given the strengths from $F=2$ for the $^{87}$Rb D2 line, and equation (7) now writes the strengths as traces. It remains to obtain the same results from closure, rotational symmetry and one vector moment, and to find the strengths from $F=1$ and the weights in the whole line.
